\section*{Stability of linear density mixing in supercells and equivalent primitive cells, part 1}

(Sections cited here and not found follow in the second part.)

\section{The argument under comment}

The argument reads as follows.

\begin{quote}
A supercell of $N$ primitive cells sampled at $\Gamma$ and the primitive cell sampled on the $N$-point mesh that folds onto $\Gamma$ are one calculation written in two ways. The plane waves, the levels, the Fermi level and the self-consistent density are the same. The self-consistent-field cycle must therefore converge alike in both, and a mixing parameter that works for the primitive cell may be carried over to the supercell.
\end{quote}

The premise is correct. The conclusion treats the fixed point of the self-consistency map as if it determined the derivative of that map in every direction, and it does not. The comments below separate what the folding proves from what it leaves open.

\section{Conventions and a model}

The algebra is in Hartree atomic units, with $k_B=1$. The map $\mathcal F$ takes an input density, builds the Kohn--Sham potential, diagonalizes, fills the levels at fixed electron number and returns an output density. Linear mixing with parameter $\alpha>0$ is
\begin{equation}
n^{(\nu+1)}=n^{(\nu)}+\alpha\big(\mathcal F[n^{(\nu)}]-n^{(\nu)}\big).
\label{mix}
\end{equation}

All statements are checked on a layered model with round parameters. Positive sheets normal to $x$ sit at $X_c=ca$, each with areal charge $n_0a$ and a Gaussian profile of standard deviation $w$. The supercell has length $L=Na$, and ``$\Gamma$'' and ``mesh'' refer to the $x$ direction. With the convention $g(Q)=L^{-1}\int_0^L g(x)e^{-iQx}dx$, the ionic charge density is
\begin{equation}
\rho_{\rm ion}(Q)=\frac{n_0a}{L}\sum_c e^{-iQX_c}e^{-Q^2w^2/2}=n_0S(Q)e^{-Q^2w^2/2},\qquad S(Q)=\frac1N\sum_c e^{-iQX_c}.
\end{equation}
Poisson's equation gives the potential $4\pi\rho/Q^2$, and an electron carries charge $-1$, so
\begin{equation}
V(Q)=-\frac{4\pi\rho_{\rm ion}(Q)}{Q^2}+\frac{4\pi n(Q)}{Q^2}+v_x(Q),\qquad v_x(x)=-\Big(\frac{3n(x)}{\pi}\Big)^{1/3}.
\label{pot}
\end{equation}
The two Coulomb terms cancel at $Q=0$ by neutrality and are set to zero there. Exchange is Slater's local form, and correlation is left out.

In the metal the motion parallel to the sheets is free. A level $e_i$ of $-\tfrac12\partial_x^2+V$ carries a two-dimensional band with kinetic energy $E$. Two spin directions and $\int d^2k_\perp/(2\pi)^2=(2\pi)^{-1}\int dE$ give the number of electrons per unit area,
\begin{equation}
F(e)=\frac1\pi\int_0^\infty f(e+E)\,dE=\frac T\pi\ln\big(1+e^{(\mu-e)/T}\big),\qquad F'(e)=-\frac{f(e)}\pi,
\label{occ}
\end{equation}
where $f$ is the Fermi function. The integral follows because $-T\ln(1+e^{(\mu-e)/T})$ has derivative $f(e)$ and vanishes as $e\to\infty$. With $\int_0^L|\psi_i|^2dx=1$ the density is $n(x)=\sum_iF(e_i)|\psi_i(x)|^2$, and $\mu$ is fixed by $\sum_iF(e_i)=n_0L$. For contrast, an insulator is made by removing the transverse dispersion, giving each of the $N$ levels of the lowest band the occupation $F=n_0a$ and all others zero, and deepening the sheets by an extra well $-US(Q)e^{-Q^2w^2/2}$.

The parameters are $a=3$~\AA, $w=0.5$~\AA, $n_0=0.05$~\AA$^{-3}$, $T=0.1$~eV, $U=3$~eV, and a plane-wave cutoff of 418~eV. A ``residual'' is the root mean square of $\mathcal F[n]-n$ over the grid divided by $n_0$. The program and its output follow this comment.

\section{Comment 1: the folding holds, and proves more than a shared fixed point}

The supercell basis is $e^{iQ_mx}$ with $Q_m=2\pi m/L$. Division with remainder writes each integer uniquely as $m=j+Ng$ with $0\le j<N$, so $Q_m=k_j+G_g$ with $k_j=2\pi j/L$ and $G_g=2\pi g/a$. If the same cutoff on $|k+G|$ is used, the supercell basis is exactly the union of the $N$ primitive bases.

Let the input density have period $a$. The ionic, Hartree and exchange potentials then have period $a$ as well. Splitting the Fourier integral into cells, $x=ca+y$,
\begin{equation}
V(Q_m)=\Big[\frac1N\sum_{c=0}^{N-1}e^{-2\pi imc/N}\Big]\frac1a\int_0^aV(y)e^{-iQ_my}dy .
\end{equation}
The bracket is a geometric sum. It equals 1 if $N$ divides $m$; otherwise it is $(1-e^{-2\pi im})/[N(1-e^{-2\pi im/N})]=0$. The matrix element $\langle m|V|m'\rangle=V(Q_m-Q_{m'})$ therefore vanishes unless $m$ and $m'$ have the same $j$, and
\begin{equation}
H_{\rm super}=\bigoplus_{j=0}^{N-1}H_{k_j}.
\end{equation}
The levels are the union of the primitive levels, and the equation for $\mu$ is the same equation. The eigenvectors can be chosen as Bloch states. A diagonalizer may instead return mixtures of degenerate states, such as $k$ and $-k$, but degenerate levels have equal $F$ and $\sum|\psi|^2$ over a degenerate subspace is unchanged by a unitary mixing. Each $|\psi_{nk}|^2$ has period $a$. Writing $\mathcal T$ for the repetition of a primitive-cell function over $N$ cells,
\begin{equation}
\mathcal F_{\rm super}[\mathcal Tn]=\mathcal T\mathcal F_{\rm prim}[n]\quad\text{for every }n\text{ of period }a .
\label{fold}
\end{equation}

Two consequences follow. First, $n^*=\mathcal F_{\rm prim}[n^*]$ implies that $\mathcal Tn^*$ is a fixed point of the supercell, and every supercell fixed point of period $a$ arises this way. Fixed points with a longer period are not excluded by (\ref{fold}), so ``shared'' means an inclusion. Second, if the supercell iterate is $\mathcal Tn^{(\nu)}$, then (\ref{mix}) and (\ref{fold}) give $\mathcal Tn^{(\nu)}+\alpha(\mathcal T\mathcal F_{\rm prim}[n^{(\nu)}]-\mathcal Tn^{(\nu)})=\mathcal Tn^{(\nu+1)}$. By induction, from an exactly periodic start and in exact arithmetic the two runs coincide step by step. Under these two conditions the argument is a theorem.

The program tests (\ref{fold}) with separate supercell and mesh routines for $N=8$, at the fixed point and at an arbitrary periodic density. Both give $\mu=-0.490575$~eV, the levels agree to $2.9\times10^{-13}$~eV, and the supercell residual at $\mathcal Tn^*$ is $5.4\times10^{-14}$. The density is far from uniform: it runs from $0.63\,n_0$ to $1.42\,n_0$.

Equation (\ref{fold}) says that the densities of period $a$ form an invariant subspace of the supercell iteration. It says nothing about whether that subspace attracts or repels its neighbourhood.

\section{Comment 2: the supercell Jacobian has $N$ blocks, the primitive cell one}

Put $n^{(\nu)}=n^*+\delta^{(\nu)}$ and keep first order. The input change alters the potential by $\delta V=K\delta$, where from (\ref{pot}) $K$ multiplies Fourier components by $4\pi/Q^2$ (zero at $Q=0$) and adds the local term $f_x=dv_x/dn=v_x/(3n)$. The output changes by $\chi_0\delta V$. Inserting $\mathcal F[n^*+\delta]=n^*+\chi_0K\delta$ into (\ref{mix}),
\begin{equation}
\delta^{(\nu+1)}=\delta^{(\nu)}+\alpha(\chi_0K-1)\delta^{(\nu)}=(1-\alpha\varepsilon)\,\delta^{(\nu)},\qquad \varepsilon=1-\chi_0K .
\label{lin}
\end{equation}

\subsection*{The independent-particle response}

First-order perturbation theory gives $\delta\psi_i=\sum_{j\ne i}\psi_jV_{ji}/(e_i-e_j)$ with $V_{ji}=\langle j|\delta V|i\rangle$, and $\delta e_i=V_{ii}$. The orbital part of $\delta n$ is $\sum_iF_i(\psi_i^*\delta\psi_i+\text{c.c.})$. For real $\delta V$ the conjugate term is $\sum_{i\neq j}F_i\psi_i\psi_j^*V_{ij}/(e_i-e_j)$; exchanging the names $i$ and $j$ turns it into $-\sum_{i\ne j}F_j\psi_i^*\psi_jV_{ji}/(e_i-e_j)$. The occupation part is $\sum_iF'_i(V_{ii}-\delta\mu)|\psi_i|^2$. Together,
\begin{equation}
\delta n=\sum_{ij}W_{ij}\,\psi_i^*\psi_jV_{ji}-\delta\mu\sum_iF_i'|\psi_i|^2,\qquad W_{ij}=\frac{F_i-F_j}{e_i-e_j},
\label{chi}
\end{equation}
with $W_{ij}=F'(e_i)$ whenever $e_i=e_j$. For distinct degenerate states this value follows by choosing the basis of the degenerate subspace that diagonalizes $\delta V$: the subspace contributes $F'\sum_b|\psi_b|^2V_{bb}$, which equals $F'\sum_{ij}\psi_i^*\psi_jV_{ji}$ in that basis, and the latter form is invariant under a unitary change of basis. Fixed electron number, $\sum_iF'_i(V_{ii}-\delta\mu)=0$, gives $\delta\mu=\sum_iF_i'V_{ii}/\sum_iF'_i$. A constant $\delta V$ has $V_{ji}=\delta V\delta_{ij}$ and $\delta\mu=\delta V$, so $\chi_0$ annihilates constants.

\subsection*{Block structure}

Equation (\ref{chi}) is linear and extends to complex $\delta V$. Any function on the supercell is a sum of pieces $e^{iqx}\phi(x)$ with $q=2\pi s/L$, $s=0,\dots,N-1$, and $\phi$ of period $a$, by the same splitting $m=s+Ng$. Write $\psi_{nk}=L^{-1/2}e^{ikx}u_{nk}$ with $a^{-1}\int_0^a|u|^2=1$. In $V_{ji}$ the integrand is $e^{i(k_i+q-k_j)x}$ times a function of period $a$, so the geometric sum of Comment 1 forces $k_j=k_i+q$ modulo $2\pi/a$. With $i=(n,k)$, $j=(m,k+q)$ and $\rho_{ij}=u_{nk}^*u_{m,k+q}$,
\begin{equation}
\delta n(x)=e^{iqx}\,\frac1L\sum_{k,n,m}W_{ij}\,\rho_{ij}(x)\,\frac1a\int_0^a\rho_{ij}^*(y)\phi(y)\,dy\;-\;\delta_{q0}\,\delta\mu\sum_iF_i'|\psi_i|^2 .
\label{block}
\end{equation}
The Fermi-level term is present only at $q=0$, because $V_{ii}=0$ otherwise. The response carries the same $q$ as the perturbation. The kernel $K$ also conserves $q$: its Coulomb part is diagonal in $Q=q+G$, and $f_x(n^*(x))$ has period $a$. Hence
\begin{equation}
\varepsilon_{\rm super}=\bigoplus_{s=0}^{N-1}\varepsilon_{q_s},\qquad \varepsilon_q=1-\chi_{0,q}K_q .
\end{equation}
A primitive-cell density has only components $G$, and restricted to those, (\ref{fold}) makes the two maps identical, so $\varepsilon_{\rm prim}=\varepsilon_{q=0}$.

The symbols $k$ and $q$ in (\ref{block}) play different parts. The mesh supplies the sum over $k$. The cell in which the density is stored decides which $q$ the density may carry. A primitive calculation holds all the Bloch states needed to build every $\varepsilon_q$, yet its density has no variable with $q\ne0$, however fine the mesh. The argument counts orbitals, which match, and overlooks the density variables, of which the supercell has $N$ times as many.

The program differentiates the $N=8$ supercell map numerically at every grid point, rotates the result to the basis $e^{iqx}\phi$, and compares it with (\ref{block}). The largest off-block element is $1.9\times10^{-10}$, the largest deviation within the blocks $7.3\times10^{-10}$, and the numerical primitive Jacobian matches the $q=0$ block to $2.6\times10^{-10}$; these are absolute deviations of dimensionless matrix elements.

\subsection*{The stability condition}

Multiplying (\ref{chi}) by $\delta V$ and integrating gives $\sum_{i\ne j}W_{ij}|V_{ji}|^2+\sum_iF_i'(V_{ii}-\delta\mu)V_{ii}$. In the last sum $V_{ii}$ may be replaced by $V_{ii}-\delta\mu$, since the difference is $\delta\mu$ times a sum that vanishes; it becomes $\sum_iF'_i(V_{ii}-\delta\mu)^2$. Because $F$ does not increase with $e$, all $W_{ij}$ and $F'_i$ are non-positive. Thus $\chi_0$ is Hermitian and negative semidefinite, $\chi_0=-A^2$ with $A=A^\dagger\ge0$. Square matrices $XY$ and $YX$ have the same characteristic polynomial; taking $X=A$, $Y=AK$ shows that $-\chi_0K=A(AK)$ has the spectrum of the Hermitian matrix $AKA$. The eigenvalues of $\varepsilon$ are therefore real,
\begin{equation}
\operatorname{spec}\varepsilon_q=1+\operatorname{spec}(A_qK_qA_q).
\label{spec}
\end{equation}
For real densities $\varepsilon_{-q}$ is the complex conjugate of $\varepsilon_q$ and has the same real spectrum, so $s\le N/2$ suffices.

The powers of $1-\alpha\varepsilon$ tend to zero if and only if every eigenvalue $\lambda=1-\alpha\varepsilon$ has $|\lambda|<1$, that is
\begin{equation}
0<\alpha\varepsilon<2\ \text{ for all eigenvalues of all blocks},\qquad \alpha_c=\frac2{\varepsilon_{\max}} .
\label{stab}
\end{equation}
The two ways of violating (\ref{stab}) differ in kind. If $\varepsilon<0$, then $\lambda>1$ for every $\alpha$. The non-interacting free energy obeys $\delta\mathcal A_s/\delta n=\mu-V$, so its second derivative is $-\chi_0^{-1}$, and the total second derivative on the range of $A$ is $A^{-2}+K=A^{-1}(1+AKA)A^{-1}$. A negative eigenvalue thus marks a saddle of the mean-field free energy, a physical tendency to a charge-density wave. If instead $\varepsilon>2/\alpha$, then $\lambda<-1$: the state is a minimum along that mode, the iteration overshoots it, and the error changes sign at each step, which is charge sloshing. For $N=8$ the smallest eigenvalue over all blocks is 0.950, so $n^*$ is a local minimum, it is an isolated fixed point because $\varepsilon$ is invertible, and only the second failure is at issue.

\section{Comment 3: the small-$q$ blocks grow as $L^2$ in a metal and stay bounded for filled bands}

Take $0<|q|\le\pi/a$ and let $|0\rangle$ be the unit vector $\phi=1$. Split $K_q=(4\pi/q^2)|0\rangle\langle0|+K'_q$. The remainder $K'_q$ holds $4\pi/(q+G)^2\le4\pi/(\pi/a)^2$ for $G\neq0$ and the bounded function $f_x$, so it stays bounded as $q\to0$. Then
\begin{equation}
A_qK_qA_q=\frac{4\pi}{q^2}A_q|0\rangle\langle0|A_q+A_qK_q'A_q .
\end{equation}
The first term has rank one, and its nonzero eigenvalue is $(4\pi/q^2)\langle0|A_q^2|0\rangle=-(4\pi/q^2)\chi_{00}(q)$, where $\chi_{00}=\langle0|\chi_{0,q}|0\rangle$ is the head of the response. Adding a Hermitian matrix moves the largest eigenvalue by at most the norm of that matrix (Weyl's inequality), so
\begin{equation}
\Big|\varepsilon_{\max}(q)-1+\frac{4\pi}{q^2}\chi_{00}(q)\Big|\le\|A_qK'_qA_q\|=O(1).
\label{weyl}
\end{equation}
From (\ref{block}) with $\phi=1$,
\begin{equation}
\chi_{00}(q)=\frac1L\sum_{k,n,m}W_{ij}|O_{nm}|^2,\qquad O_{nm}=\frac1a\int_0^au^*_{nk}u_{m,k+q}\,dy .
\label{head}
\end{equation}
The periodic parts obey $H_k=\tfrac12(p+k)^2+V$, so $H_{k+q}=H_k+q(p+k)+q^2/2$. First-order perturbation theory in $q$, for bands that are not degenerate at $k$, gives $O_{nm}=q\,p_{nm}/(e_{mk}-e_{nk})$ for $n\neq m$, with $p_{nm}=\langle u_{nk}|p|u_{mk}\rangle$, and $|O_{nn}|^2=1-O(q^2)$.

\subsection*{Metal}

The intraband terms survive at $q\to0$, where $W\to F'(e_{nk})=-f/\pi$:
\begin{equation}
\chi_{00}(q\to0)=-D,\qquad D=\frac1{\pi L}\sum_{nk}f(e_{nk}),\qquad \varepsilon_{\max}=\frac{4\pi D}{q_{\min}^2}+O(1)=\frac{DL^2}{\pi}+O(1),
\label{law}
\end{equation}
with $q_{\min}=2\pi/L$. Since $\partial F/\partial\mu=f/\pi$, $D$ is $\partial n_0/\partial\mu$ at fixed bands, the density of states at the Fermi level per volume. This growing eigenvalue has no counterpart in the block $q=0$: there the head is absent, because the mean density is fixed and $\chi_0$ annihilates constants. The other eigenvalues do connect. For an eigenvalue that stays finite the component $\delta(q)$ must vanish as $q^2$, and the finite potential $4\pi\delta(q)/q^2$ then plays the part that $-\delta\mu$ plays at $q=0$. The second largest eigenvalue at $q_{\min}$ is 1.18, 1.07 and 1.06 for $N=8$, 32 and 64, approaching the value 1.053 of the primitive block. The primitive block is the long-wavelength limit with the divergent mode left out, and that mode is the one that decides stability.

The step $W\to F'$ needs care, because $q_{\min}$ is one mesh spacing and $W$ is a finite difference between neighbouring mesh points. In this model $F$ is close to linear below $\mu$ and the step is harmless. In a three-dimensional supercell with $\Gamma$ alone and a smearing below the level spacing, $W$ depends on where individual levels fall, and (\ref{law}) can fail quantitatively; the block structure and (\ref{stab}) do not depend on it.

For the uniform gas (\ref{head}) can be summed. At $T=0$, $F_k=(k_F^2-k^2)/2\pi$ for $|k|<k_F$, and $\int F_k\,dk/2\pi=(4k_F^3/3)/4\pi^2=k_F^3/3\pi^2=n_0$. In $\chi=\int\frac{dk}{2\pi}(F_k-F_{k+q})/(e_k-e_{k+q})$ the substitution $k\to-k-q$ turns the second term into a copy of the first, each taken as a principal value. With $e_k-e_{k+q}=-q(k+b)$ and $b=q/2$,
\begin{align}
\chi&=-\frac1{2\pi^2q}\,{\rm P}\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{k+b}\,dk
=-\frac1{2\pi^2q}\,{\rm P}\!\!\int_{-k_F}^{k_F}\Big[\frac{k_F^2-b^2}{k+b}-(k-b)\Big]dk\nonumber\\
&=-\frac1{2\pi^2q}\Big[(k_F^2-b^2)\ln\Big|\frac{k_F+b}{k_F-b}\Big|+qk_F\Big]=-\frac{k_F}{\pi^2}\mathcal L(\eta),
\end{align}
where $\eta=q/2k_F$ and $\mathcal L(\eta)=\tfrac12+\tfrac{1-\eta^2}{4\eta}\ln|\tfrac{1+\eta}{1-\eta}|$ is the Lindhard function. At uniform density $v_x=-k_F/\pi$, so $f_x=-(k_F/\pi)(\pi^2/k_F^3)=-\pi/k_F^2$, and with $k_{TF}^2=4k_F/\pi$,
\begin{equation}
\varepsilon(q)=1+\frac{k_F}{\pi^2}\mathcal L\Big(\frac{4\pi}{q^2}-\frac\pi{k_F^2}\Big)=1+\Big(\frac{k_{TF}^2}{q^2}-\frac1{\pi k_F}\Big)\mathcal L .
\label{jel}
\end{equation}
The program evaluates (\ref{block}) without ions on a 64-point mesh at $q=0.2618$~\AA$^{-1}$ and finds $-0.01508$~eV$^{-1}$\AA$^{-3}$ against the Lindhard value $-0.01509$, within a tolerance of 0.2\% of the latter.

Dropping the bounded term in (\ref{weyl}) and setting $1+4\pi D(L/2\pi)^2=2/\alpha$ gives an estimate of the length at which linear mixing first fails,
\begin{equation}
L_c\approx2\pi\sqrt{\frac{2/\alpha-1}{4\pi D}} .
\label{Lc}
\end{equation}

\subsection*{Insulator}

All intraband pairs have $F_i=F_j$, so $W=0$ for them. Only pairs of the full band 1 and an empty band $m$ remain, with $W=-n_0a/(e_m-e_1)$. The pairs with the empty state first map onto those with the full state first under $k\to-k-q$, because $u_{n,-k}=u_{nk}^*$, which gives a factor 2. With $a/L=1/N$,
\begin{equation}
-\frac{4\pi}{q^2}\chi_{00}(q\to0)=8\pi n_0\,\frac1N\sum_k\sum_{m>1}\frac{|p_{1m}|^2}{(e_{mk}-e_{1k})^3},
\end{equation}
which is finite while the gap is open. By (\ref{weyl}) $\varepsilon_{\max}$ stays bounded as $L$ grows, and in the table below it levels off. The supercell still has blocks that the primitive cell lacks, and a long enough supercell fails if $\alpha$ exceeds twice the inverse of the saturated value, but no length $L_c$ exists when $\alpha\varepsilon_{\max}<2$ holds for all $L$.

The folding is exact for densities of period $a$, but the supercell also has blocks with $q\ne0$, whose largest eigenvalue grows as $L^2$ in the metal and stays bounded in the insulator. What remains is to check this size dependence numerically, work through $N=8$, examine how the unstable blocks are seeded and cured, and reword the argument's conclusion.
